# Why gain saturation red-shifts short pulses in semiconductor optical amplifiers

## Definitions and conventions

A pulse travels along $z$ through an amplifier of length $L$, with negligible facet reflection. Its optical field is

$$\mathrm{Re}\left[A\,e^{i(k_b z-\omega_0 t)}\right],\qquad A=\sqrt P\,e^{i\phi},$$

where $P$ is the power, $\omega_0=2\pi\nu_0$, and $k_b$ is the propagation constant before the pulse arrives. At fixed $z$ the total phase is $k_bz-\omega_0t+\phi$. The instantaneous frequency is $-1/2\pi$ times its time derivative, so the shift from $\nu_0$ is

$$\delta\nu=-\frac{1}{2\pi}\frac{\partial\phi}{\partial t}.$$

A phase that rises in time therefore means a red shift.

The carrier density is $N$, its transparency value $N_0$, and its value before the pulse $N_i$. With differential gain $a$ and confinement factor $\Gamma$, the modal power gain per unit length is $g=\Gamma a(N-N_0)$. The linewidth-enhancement factor compares the responses of index and gain to carriers:

$$\alpha=-\frac{2k_0}{a}\frac{dn}{dN},\qquad k_0=\frac{\omega_0}{c}.$$

Since $a>0$, a positive $\alpha$ means $dn/dN<0$: removing carriers raises the index. Here $\alpha$ is taken as constant.

The derivation treats an unchirped input and an unsaturated gain $G_0>1$. It leaves out internal loss, dispersion and fast gain compression. Time is measured in the frame of the pulse, $\tau=t-z/v_g$, with $v_g$ the group velocity.

## What happens to the carriers

In the pulse frame, the power obeys

$$\frac{\partial P}{\partial z}=gP.$$

Each added photon costs one electron–hole pair. The photons added per unit length and time number $gP/\hbar\omega_0$, and unit length of active region has volume $wd$, with $w$ its width and $d$ its thickness. With recovery dropped,

$$\frac{\partial N}{\partial\tau}=-\frac{gP}{\hbar\omega_0wd}.$$

Multiplying by $\Gamma a$ gives

$$\frac{\partial g}{\partial\tau}=-\frac{gP}{E_{\rm sat}},\qquad E_{\rm sat}=\frac{\hbar\omega_0wd}{\Gamma a}.$$

Let $h(\tau)=\int_0^L g\,dz$, so that $P_{\rm out}=P_{\rm in}e^h$. Integrating the gain equation over the length, and replacing $gP$ by $\partial P/\partial z$, gives

$$\frac{dh}{d\tau}=-\frac{1}{E_{\rm sat}}\int_0^L\frac{\partial P}{\partial z}\,dz=-\frac{P_{\rm out}-P_{\rm in}}{E_{\rm sat}}.$$

The gain falls at a rate set by the power extracted from the carriers.

## Why the frequency falls

The modal index change is $\Gamma(dn/dN)(N-N_i)$. It adds phase at the rate

$$\frac{\partial\phi}{\partial z}=k_0\Gamma\frac{dn}{dN}(N-N_i)=-\frac{\alpha}{2}\Gamma a(N-N_i)=-\frac{\alpha}{2}(g-g_i),$$

where $g_i$ is the gain before the pulse. Integrating, with $h_0=\ln G_0$ and a constant input phase set to zero,

$$\phi_{\rm out}=\frac{\alpha}{2}(h_0-h).$$

As $h$ falls, the phase rises. Differentiation gives

$$\boxed{\delta\nu=\frac{\alpha}{4\pi}\frac{dh}{d\tau}=-\frac{\alpha}{4\pi}\frac{P_{\rm out}-P_{\rm in}}{E_{\rm sat}}}$$

This is negative wherever there is light, provided the amplifier still has gain.

The physical reason is a growing optical path. Later parts of the pulse meet fewer carriers and a higher index. Each wave crest is delayed slightly more than the one before it, so the crests leave farther apart in time. Wider spacing is a lower frequency.

The trailing edge is red too, because the carriers remember. Without recovery, the index follows the energy already extracted, which keeps growing while the power falls.

## Does the gain survive the whole pulse?

Let $U(\tau)$ be the input energy received so far. Since $dU=P_{\rm in}d\tau$,

$$\frac{dh}{dU}=-\frac{e^h-1}{E_{\rm sat}}.$$

Put $q=1-e^{-h}$. Then

$$\frac{dq}{dU}=e^{-h}\frac{dh}{dU}=-\frac{1-e^{-h}}{E_{\rm sat}}=-\frac{q}{E_{\rm sat}}.$$

The initial value is $q=1-1/G_0$, so

$$e^{h}=\frac{1}{1-(1-1/G_0)e^{-U/E_{\rm sat}}}.$$

For $G_0>1$ and finite $U$, this stays above one. The sign of the shift is thus settled for any pulse shape within the model. Once $U$ far exceeds $E_{\rm sat}$, the gain is close to one and the phase still to be gained, at most $\alpha h/2$, is small. The shift is then proportional to $P_{\rm in}e^{-U/E_{\rm sat}}$, which is small unless the input power rises steeply later in the pulse; the earlier part can still be strongly shifted. The total phase rise cannot exceed $\alpha h_0/2$.

The output energy follows by integrating $e^h\,dU$. With $u=U/E_{\rm sat}$ and $q_0=1-1/G_0$,

$$E_{\rm out}=E_{\rm sat}\int_0^{E_{\rm in}/E_{\rm sat}}\frac{e^u\,du}{e^u-q_0}
=E_{\rm sat}\ln\!\left[1+G_0\left(e^{E_{\rm in}/E_{\rm sat}}-1\right)\right].$$

The last form uses $1-q_0=1/G_0$.

If the medium starts as an absorber, $h_0<0$ and $P_{\rm out}<P_{\rm in}$. Absorption creates carriers, the index falls, and positive $\alpha$ gives a blue shift. For positive $\alpha$ and no recovery, the red shift therefore needs gain; with recovery, an absorber shows a red tail.

## When recovery matters

If carriers relax back to $N_i$ with time constant $\tau_c$, the term $(N_i-N)/\tau_c$ enters the carrier equation. Multiplied by $\Gamma a$ and integrated over length, it gives

$$\frac{dh}{d\tau}=\frac{h_0-h}{\tau_c}-\frac{P_{\rm out}-P_{\rm in}}{E_{\rm sat}}.$$

Recovery is negligible where the first term is much smaller than the second. In the far tail of a pulse that decays faster than $\tau_c$, the second term vanishes while the first does not, so the frequency there turns blue. For a slower exponential tail the two terms fall together, but the first remains the larger and the tail is again blue. The useful question is how much energy lies beyond that point.

The opposite limit is recovery much faster than the pulse. The two terms then nearly balance, $h_0-h\approx\tau_c(P_{\rm out}-P_{\rm in})/E_{\rm sat}$, and

$$\delta\nu\approx-\frac{\alpha\tau_c}{4\pi E_{\rm sat}}\frac{d}{d\tau}(P_{\rm out}-P_{\rm in}).$$

The index now follows power: the leading edge is red and the trailing edge blue.

## How large is the shift?

Consider an amplifier at 1550 nm with $L=500$ µm, $w=2$ µm, $d=0.2$ µm, $\Gamma=0.3$, $a=2.5\times10^{-16}$ cm², $\alpha=5$ and 20 dB unsaturated gain. The photon energy is 0.7999 eV, or $1.282\times10^{-19}$ J, so

$$E_{\rm sat}=\frac{(1.282\times10^{-19}\,\mathrm J)(4\times10^{-9}\,\mathrm{cm^2})}{0.3\times2.5\times10^{-16}\,\mathrm{cm^2}}=6.84\ \mathrm{pJ}.$$

The input is a 20 fJ Gaussian pulse with a full width at half maximum of 20 ps and a peak power of 0.939 mW. At its centre, $U=10$ fJ and the gain has fallen from 100 to 87.4. The output power is 82.1 mW, so the extracted power is 81.1 mW and

$$\delta\nu=-\frac{5}{4\pi}\,\frac{0.0811\ \mathrm W}{6.84\ \mathrm{pJ}}=-4.7\ \mathrm{GHz}.$$

The table compares the formula with a simulation of $N(z,\tau)$. The simulated frequency comes from the spacing of wave crests, averaged over 200 periods, or about 1 ps.

| Time (ps) | Gain | Formula (GHz) | Crests (GHz) |
|---:|---:|---:|---:|
| −20 | 99.7 | −0.338 | −0.339 |
| −10 | 96.7 | −2.616 | −2.616 |
| 0 | 87.4 | −4.723 | −4.720 |
| 10 | 79.7 | −2.152 | −2.153 |
| 20 | 77.7 | −0.262 | −0.263 |

The largest shift is −4.75 GHz, equivalent to +0.038 nm. It occurs 0.9 ps before the input peak. At the input peak $dP_{\rm in}/d\tau=0$ but the gain is falling, so the extracted power $P_{\rm in}(e^h-1)$ is already past its maximum. The spectral centroid moves by −3.36 GHz.

The output energy is 1.757 pJ. Integrating the equation for $dh/d\tau$ gives a fall in $h$ of $(1.757-0.020)/6.84=0.254$, and hence a phase rise of $5\times0.254/2=0.64$ rad.

Two further simulations test the sign, using a pair of Gaussian pulses: 0.5 pJ with 10 ps width centred at −10 ps, and 0.3 pJ with 5 ps width centred at 15 ps. In the same amplifier the shift reaches −76.8 GHz and is nowhere blue. This holds within the simple model only: the output peaks at 1.35 W, above the 1 W compression power assumed below, and with that compression and heating the shift reaches about −53 GHz, with roughly 7% of the energy shifted blue by up to +8 GHz. The blue part comes from the heating phase acting on short pulses, not from the high power: the same pair made 1000 times weaker has 12% of its energy shifted blue, and compression without the heating phase gives none. In an absorber with $h_0=-3$ it is blue, reaching +3.1 GHz. For the original single pulse, shortening recovery to 1 ps gives −0.38 GHz on the leading edge and +0.37 GHz on the trailing edge.

## What real devices change

The parameters are round, rough values for a telecom-band travelling-wave amplifier. Real devices have internal loss, finite recovery and fast gain compression. The following runs assume 500 ps recovery, 10 cm⁻¹ loss, and a gain reduced to $g/(1+P/1\,\mathrm W)$. Compression is accompanied by a heating-related index rise, modelled as an added phase equal to the suppressed gain, integrated over length. The net unsaturated gain is held at 20 dB throughout. Recovery can be considerably faster than 500 ps in strongly driven devices, which would enlarge the blue tail.

| Model | Largest red shift (GHz) | Centroid (GHz) | Blue energy (%) |
|---|---:|---:|---:|
| Simple | −4.75 | −3.36 | 0 |
| Recovery | −4.66 | −3.26 | 0.6 |
| Compression and heating | −4.63 | −3.15 | 0.1 |
| Internal loss | −5.23 | −3.70 | 0 |
| All three | −5.01 | −3.36 | 1.9 |

With recovery alone, the shift turns blue 21 ps after the input peak, where the output power is 4% of its maximum. Internal loss increases the red shift because, at fixed net gain, the carriers must also supply the photons that are lost. The combined centroid matches the simple one because changes of opposite sign nearly cancel for these settings; that agreement should not be expected elsewhere.

A sloping gain spectrum also moves the centroid. Multiplying a Gaussian spectrum of variance $\sigma_\nu^2$ by $e^{s\nu}$ shifts its mean by $s\sigma_\nu^2$. If $h$ changes by $h_0$ over 5 THz, the estimate for the unchirped input spectrum is 0.08 GHz, of either sign.

The constant $\alpha$ is a further approximation. In the simple model $N-N_0$ falls by 23% at the output facet and by 5.5% averaged over the length. The shift per unit extracted power depends on $dn/dN$, not on $a$. With a logarithmic gain of the same initial slope and net gain, and constant $dn/dN$, $\alpha$ falls from 5 to 4.4 at the facet, yet the largest shift moves only to −4.74 GHz. A dependence of $dn/dN$ itself on density would act directly; it is not sized here.

## What to do about it

For a first estimate, insert the output and input powers into the boxed formula. With internal loss $\alpha_{\rm int}$ this underestimates the shift, because the extracted power is then $P_{\rm out}-P_{\rm in}+\alpha_{\rm int}\int_0^L P\,dz$; for the example pulse the shortfall is 10% at 10 cm⁻¹ and 26% at 30 cm⁻¹. If saturation drives the net gain below one while the material gain is still positive, $P_{\rm out}<P_{\rm in}$ and the estimate even has the wrong sign. Compression with heating limits the estimate mainly through pulse duration. Without loss, $d\ln P+dP/P_c=g\,dz$ with $P_c$ the compression power, so the heating phase used above equals $(P_{\rm out}-P_{\rm in})/P_c$. It adds $-(1/2\pi P_c)\,d(P_{\rm out}-P_{\rm in})/d\tau$ to the shift. This term rivals the boxed one when the power changes within $2E_{\rm sat}/\alpha P_c=2.7$ ps, whatever the power level. A 5 ps pulse with only 9 mW at the output reaches −0.80 GHz against an estimate of −0.53 GHz, with 22% of its energy blue, whereas a 20 ps pulse at 0.66 W is estimated within 4%. To reduce the peak shift, lower the extracted peak power or the ratio $\alpha/E_{\rm sat}=-2k_0\Gamma(dn/dN)/\hbar\omega_0wd$. The differential gain cancels from this ratio, so what helps is a larger $wd/\Gamma$ or a smaller $|dn/dN|$. For the example pulse at fixed $G_0$ and $dn/dN$, doubling $wd$ gives −2.53 GHz. Doubling $E_{\rm sat}$ by halving $a$ gives −5.05 GHz, and halving $\alpha$ by doubling $a$ gives −4.26 GHz.

Stretching the pulse at fixed input energy also helps while recovery remains negligible. The gain depends on $U$ alone, so the total phase rise is unchanged, but it is spread over a longer time. Within the simple model, doubling the duration without changing the pulse shape halves the frequency shift. For pulses of a few picoseconds the heating term makes it fall faster: with the values above, a 2 fJ pulse stretched from 2 to 4 ps keeps 34% of its peak shift. Once the pulse is long enough for recovery to matter, this halving rule fails: the red shift falls faster still, but the trailing edge turns blue. For the 20 fJ pulse with 500 ps recovery, stretching to 1280 ps gives −0.032 GHz on the leading edge (−0.074 GHz without recovery) and +0.026 GHz on the trailing edge.

If a narrow filter follows the amplifier, set its centre from the saturated output spectrum, since the centroid has moved. For the example pulse the gain is small: the spectrum is 22 GHz wide with its peak near −2.8 GHz, and retuning a 25 GHz Gaussian filter raises its transmission from 73% to 75%. For a 1 pJ, 20 ps input in the simple model it rises from 9% to 60%. If the trailing edge is measured to be blue, first check for input chirp, then for recovery and fast index changes; the simple formula no longer describes that part of the pulse.

The values of the main example and of both tables are in the numerical output below.

## Table of computed values

```
wavelength 1550 nm; photon energy 0.7999 eV; frequency 193.41 THz
length 500 um; active width 2.0 um; thickness 0.20 um
confinement 0.3; differential gain 2.50e-16 cm^2
alpha 5.0; index slope dn/dN -1.542e-20 cm^3
transparency density 1.00e+18 cm^-3; initial density 2.228e+18 cm^-3
unsaturated gain 20.0 dB = factor 100.0; h0 4.6052; modal gain 92.10 1/cm
saturation energy 6.835 pJ
input pulse: energy 20.0 fJ; FWHM 20.0 ps; peak power 0.9394 mW
input energy / saturation energy 0.00293
output energy 1.7566 pJ; peak output power 82.49 mW
final h 4.3511; fall of h 0.2541; final gain 18.897 dB
total phase rise 0.6352 rad
output facet: final fall of N 2.783e+17 cm^-3; fraction of N - N0 0.2266
output facet: final active-index rise 4.291e-03
time (ps) | gain factor | P_out (mW) | shift formula, crests (GHz)
 -20.0 |  99.732 |   5.856 |  -0.3375,  -0.3386
 -10.0 |  96.654 |  45.400 |  -2.6155,  -2.6162
   0.0 |  87.356 |  82.066 |  -4.7226,  -4.7198
  10.0 |  79.698 |  37.436 |  -2.1519,  -2.1527
  20.0 |  77.725 |   4.564 |  -0.2622,  -0.2631
largest red shift -4.7474 GHz at -0.88 ps; wavelength change 0.03804 nm
spectral centroid: formula -3.3567 GHz; Fourier transform -3.3567 GHz
double pulse (0.5 + 0.3 pJ): shift from -76.79 to 0.00 GHz; final h 2.126
absorber with h0 -3.0, same double pulse: largest shift +3.102 GHz
1 ps recovery: shift from -0.3761 to +0.3747 GHz
assumed for neglected effects: recovery 500 ps; compression power 1.0 W
  heating index factor 2.0; internal loss 10.0 1/cm; gain tilt h0 per 5.0 THz
case | largest red shift (GHz) | centroid (GHz) | blue energy (%)
simple model | -4.7475 | -3.3567 | 0.000
with recovery | -4.6574 | -3.2628 | 0.579
with compression and heating | -4.6281 | -3.1453 | 0.089
with internal loss | -5.2304 | -3.6984 | 0.000
all together | -5.0130 | -3.3586 | 1.929
with recovery: shift turns blue at 21.12 ps, where output is 4.05 % of its peak
gain tilt: centroid shift of size 0.0809 GHz, either sign
```
